**Leading finite-size correction for a charge in a periodic dielectric**

The program tests $E_{\rm isolated}=E_{\rm periodic}+\alpha q^2/(2\varepsilon L)+O(L^{-3})$ in Gaussian form. Here $q$ is the localized charge, $L$ the side of the cubic cell, $\varepsilon$ the dielectric constant and $\alpha$ the Madelung constant of the cell with uniform background and zero mean potential. It asserts that an Ewald sum and a direct sum over neutral cubes give the same $\alpha$, printed as 2.837297. It also asserts the order of the remainder in the short-distance expansion of the potential, and the order of the remainder after the $L^{-3}$ term for two Gaussian charges. For a charge in a lattice of polarizable points, the wavevector sum must agree with explicit solutions for all dipoles in two small cells. The freely fitted $1/L$ coefficient must match $\alpha q^2/(2\varepsilon)$ within a relative tolerance of $10^{-4}$; the output shows 3.40467 eV Å for $\varepsilon=6$ and 6.80935 eV Å for $\varepsilon=3$. The corrected energies must approach their limit with an exponent near 3, and from 40 Å upward the correction must reduce the size error at least tenfold. In the 10 Å cell the output shows an error of −0.280 eV before correction and +0.061 eV after it.

## Verification by program

```python
# Result under test: for a localized charge q repeated on a simple cubic lattice
# of side L, with uniform neutralizing background and zero mean potential, in a
# medium of dielectric constant eps,
#     E_isolated = E_periodic + alpha q^2 / (2 eps L) + O(L^-3)   (Gaussian form).
# psi   : potential of a unit point charge in the periodic cell with background
# alpha : minus the limit of (psi - 1/r) at the charge, for L = 1
# The screening is tested on a lattice of polarizable points whose induced
# dipoles are solved explicitly; eps enters there only through the
# polarizability (Clausius-Mossotti relation).
from itertools import product
import numpy as np
from scipy import constants
from scipy.special import erf, erfc

PI = np.pi
COULOMB = constants.e / (4 * PI * constants.epsilon_0) * 1e10   # eV Angstrom
ETA = np.sqrt(PI)                                               # Ewald splitting
SHIFTS = np.array(list(product(range(-3, 4), repeat=3)), dtype=float)


def short_range(x):
    """f = erfc(ETA r)/r with grad f = -b x and Hessian c x x - b; 1/r removed at 0."""
    root = np.sqrt(PI)
    r = np.sqrt((x**2).sum(axis=1))
    own = r < 1e-12
    s = np.where(own, 1.0, r)
    g = 2 * ETA / root * np.exp(-(ETA * s)**2)
    e = erfc(ETA * s)
    f = np.where(own, -2 * ETA / root, e / s)
    b = np.where(own, -4 * ETA**3 / (3 * root), e / s**3 + g / s**2)
    c = np.where(own, 0.0, 3 * e / s**5 + g * (3 / s**4 + 2 * ETA**2 / s**2))
    hess = (c[:, None, None] * x[:, :, None] * x[:, None, :]
            - b[:, None, None] * np.eye(3))
    return f, b, hess


def cell_potential(points):
    """psi, gradient and Hessian for L = 1; at the charge itself 1/r is removed."""
    u = points - np.round(points)
    value = np.full(len(u), -PI / ETA**2)
    grad = np.zeros((len(u), 3))
    hess = np.zeros((len(u), 3, 3))
    for n in SHIFTS:
        f, b, h = short_range(u + n)
        value += f
        grad -= b[:, None] * (u + n)
        hess += h
        if n.any():
            G = 2 * PI * n
            G2 = G @ G
            w = 4 * PI / G2 * np.exp(-G2 / (4 * ETA**2))
            phase = u @ G
            value += w * np.cos(phase)
            grad -= w * np.sin(phase)[:, None] * G
            hess -= w * np.cos(phase)[:, None, None] * np.outer(G, G)
    return value, grad, hess


# --- Madelung constant: Ewald sum against direct sum over neutral cubes ---
v0, _, h0 = cell_potential(np.zeros((1, 3)))
alpha = -v0[0]
assert abs(np.trace(h0[0]) - 4 * PI) < 1e-10      # curvature due to background

nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = nodes / 2, weights / 2
face = 1 / np.sqrt(nodes[:, None]**2 + nodes[None, :]**2 + 0.25)
cube_integral = 1.5 * weights @ face @ weights    # integral of 1/r, unit cube


def neutral_cube_sum(half):
    k = np.arange(-half, half + 1, dtype=float)**2
    r2 = k[:, None, None] + k[None, :, None] + k[None, None, :]
    r2[half, half, half] = np.inf
    return (1 / np.sqrt(r2)).sum() - (2 * half + 1)**2 * cube_integral


small, large = neutral_cube_sum(20), neutral_cube_sum(40)
direct = (81**2 * large - 41**2 * small) / (81**2 - 41**2)   # removes 1/side^2
alpha_direct = PI / 6 - direct                    # removes cluster mean potential
assert abs(alpha_direct - alpha) < 1e-6

# --- short-distance expansion: remainder must be of fourth order in r ---
radii = np.array([0.1, 0.2])
psi = cell_potential(np.outer(radii, [1.0, 0.0, 0.0]))[0]
rest = psi - 1 / radii + alpha - 2 * PI * radii**2 / 3
order_r = np.log2(rest[1] / rest[0])
assert abs(order_r - 4) < 0.1

# --- rigid charge made of two Gaussians, with a dipole, eps = 1 ---
charges = np.array([1.5, -0.5])
centres = np.array([[0.3, 0.2, 0.0], [1.8, 0.2, 0.0]])   # Angstrom
width = 1.0                                              # Angstrom
total = charges.sum()
dipole = charges @ centres
second = charges @ (3 * width**2 + (centres**2).sum(axis=1))
distance = np.linalg.norm(centres[0] - centres[1])
gauss_iso = (0.5 * (charges**2).sum() / (width * np.sqrt(PI))
             + charges[0] * charges[1] * erf(distance / (2 * width)) / distance)


def gaussian_periodic(side):
    k = 2 * PI / side * np.arange(-side - 2, side + 3)
    G = np.stack(np.meshgrid(k, k, k, indexing="ij"), axis=-1).reshape(-1, 3)
    G2 = (G**2).sum(axis=1)
    G, G2 = G[G2 > 1e-12], G2[G2 > 1e-12]
    rho = np.exp(-1j * (G @ centres.T)) @ charges
    return 2 * PI / side**3 * (abs(rho)**2 * np.exp(-G2 * width**2) / G2).sum()


gauss_rows = []
for side in (12, 24):
    gap = gauss_iso - gaussian_periodic(side)
    first = alpha * total**2 / (2 * side)
    third = -2 * PI * (total * second - dipole @ dipole) / (3 * side**3)
    gauss_rows.append((side, gap, first, third, gap - first - third))
order_gauss = np.log2(gauss_rows[0][4] / gauss_rows[1][4])
assert abs(order_gauss - 5) < 0.2

# --- charge inside a lattice of polarizable points, spacing = 1 ---
# Cells of N x N x N sites; the charge is at the body centre of eight sites.
sizes = [4, 6, 8, 12, 16, 20, 32, 40, 64, 80]
eps_values = [6.0, 3.0]


def polarizability(eps):
    return 3 / (4 * PI) * (eps - 1) / (eps + 2)   # in units of spacing^3


def bloch_sums(k):
    """Dipole tensor and field of the charge (factor -i dropped) at wavevectors k."""
    hess = short_range(SHIFTS)[2].reshape(-1, 9)
    tensor = (np.cos(k @ SHIFTS.T) @ hess).reshape(-1, 3, 3)
    sites = SHIFTS[SHIFTS.max(axis=1) < 3] + 0.5
    b = short_range(sites)[1]
    field = np.sin(k @ sites.T) @ (b[:, None] * sites)
    for m in SHIFTS:
        q = k + 2 * PI * m
        q2 = (q**2).sum(axis=1)
        w = 4 * PI / q2 * np.exp(-q2 / (4 * ETA**2))
        sign = 1.0 if int(m.sum()) % 2 == 0 else -1.0
        field += sign * w[:, None] * q
        tensor -= w[:, None, None] * q[:, :, None] * q[:, None, :]
    return tensor, field


energy = {eps: {} for eps in eps_values}
for N in sizes:
    half = N // 2
    index = np.array([(i, j, l) for i in range(1, half + 1)
                      for j in range(i + 1) for l in range(j + 1)])
    equal = ((index[:, 0] == index[:, 1]).astype(int)
             + (index[:, 1] == index[:, 2]).astype(int))
    mirror = np.where((index > 0) & (index < half), 2, 1).prod(axis=1)
    count = np.array([6, 3, 1])[equal] * mirror   # equivalent wavevectors
    assert count.sum() == N**3 - 1
    tensor, field = bloch_sums(2 * PI / N * index)
    for eps in eps_values:
        matrix = np.eye(3) / polarizability(eps) - tensor
        moments = np.linalg.solve(matrix, field[..., None])[..., 0]
        work = (count * (moments * field).sum(axis=1)).sum() / N**3
        energy[eps][N] = -alpha / (2 * N) - 0.5 * work

# The same energy from all dipoles of the cell, solved in real space.
dense_gap = 0.0
for N in (4, 6):
    grid = np.array(list(product(range(N), repeat=3)))
    field = -cell_potential((grid + 0.5) / N)[1] / N**2
    table = cell_potential(grid / N)[2] / N**3
    step = (grid[:, None, :] - grid[None, :, :]) % N
    pair = table[(step[..., 0] * N + step[..., 1]) * N + step[..., 2]]
    coupling = pair.transpose(0, 2, 1, 3).reshape(3 * N**3, 3 * N**3)
    for eps in eps_values:
        matrix = np.eye(3 * N**3) / polarizability(eps) - coupling
        moments = np.linalg.solve(matrix, field.ravel())
        dense = -alpha / (2 * N) - 0.5 * moments @ field.ravel()
        dense_gap = max(dense_gap, abs(dense - energy[eps][N]))
assert dense_gap < 1e-9


def fit_limit_and_slope(eps, chosen):
    n = np.array(chosen, dtype=float)
    columns = np.stack([np.ones(4), -1 / n, n**-3, n**-5], axis=1)
    return np.linalg.solve(columns, [energy[eps][N] for N in chosen])[:2]


limit, slope, slope_small = {}, {}, {}
for eps in eps_values:
    limit[eps], slope[eps] = fit_limit_and_slope(eps, [32, 40, 64, 80])
    slope_small[eps] = fit_limit_and_slope(eps, [8, 12, 16, 20])[1]
    assert abs(slope[eps] / (alpha / (2 * eps)) - 1) < 1e-4

# With the derived correction added, size differences must scale as L^-3.
eps = eps_values[0]
corrected = {N: energy[eps][N] + alpha / (2 * eps * N) for N in sizes}
order_lattice = (np.log((corrected[32] - corrected[64])
                        / (corrected[40] - corrected[80])) / np.log(40 / 32))
assert abs(order_lattice - 3) < 0.2
for N in sizes:
    if N >= 16:
        assert (abs(corrected[N] - limit[eps])
                < 0.1 * abs(energy[eps][N] - limit[eps]))

# --- printed numbers ---
spacing = 2.5                                     # Angstrom
unit = COULOMB / spacing                          # eV
print(f"Coulomb constant e^2/(4 pi eps0) = {COULOMB:.5f} eV Angstrom")
print(f"alpha, Ewald sum = {alpha:.6f}")
print(f"neutral-cube sum, extrapolated = {direct:.6f}")
print(f"alpha, from neutral-cube sum = {alpha_direct:.6f}")
print(f"order of remainder of psi in r = {order_r:.3f}")
print("Two Gaussians, eps = 1:")
print(f"  net charge = {total:.1f} e, width = {width:.1f} Angstrom")
print(f"  centre distance = {distance:.1f} Angstrom")
print(f"  q Q - p^2 = {total * second - dipole @ dipole:.4f} e^2 Angstrom^2")
for side, gap, first, third, left in gauss_rows:
    print(f"  L = {side} Angstrom: E_iso - E_per = {COULOMB * gap:.6f} eV")
    print(f"    1/L term = {COULOMB * first:.6f} eV, "
          f"1/L^3 term = {COULOMB * third:.6f} eV")
    print(f"    remainder = {COULOMB * left:.3e} eV")
print(f"  order of remainder in 1/L = {order_gauss:.3f}")
print(f"Polarizable lattice, spacing = {spacing:.1f} Angstrom, q = 1 e:")
print(f"  largest gap to explicit dipole solution = {unit * dense_gap:.1e} eV")
for e in eps_values:
    print(f"  eps = {e:.1f}: polarizability = "
          f"{polarizability(e) * spacing**3:.4f} Angstrom^3")
    print(f"    alpha q^2/(2 eps) = {COULOMB * alpha / (2 * e):.5f} eV Angstrom")
    print(f"    1/L coefficient, L = 80 to 200 Angstrom: "
          f"{COULOMB * slope[e]:.5f} eV Angstrom")
    print(f"    1/L coefficient, L = 20 to 50 Angstrom: "
          f"{COULOMB * slope_small[e]:.5f} eV Angstrom")
    print(f"    eps from large-cell coefficient = {alpha / (2 * slope[e]):.5f}")
print(f"  Energies for eps = {eps:.1f} (L in Angstrom; E in eV):")
print("    L      E_periodic  E_corrected  error before  error after")
for N in sizes:
    raw, cor, lim = (unit * z for z in (energy[eps][N], corrected[N], limit[eps]))
    print(f"    {N * spacing:5.1f}  {raw:10.5f}  {cor:10.5f}"
          f"  {raw - lim:11.6f}  {cor - lim:11.6f}")
print(f"  extrapolated isolated energy = {unit * limit[eps]:.5f} eV")
print(f"  order of corrected size error in 1/L = {order_lattice:.3f}")
cell = 10.0                                       # Angstrom
for q in (1, 2):
    shift = COULOMB * alpha * q**2 / (2 * eps * cell)
    print(f"Correction, q = {q} e, L = {cell:.0f} Angstrom, eps = {eps:.0f}: "
          f"{shift:.4f} eV")
print(f"Same without screening, q = 1 e: {COULOMB * alpha / (2 * cell):.4f} eV")
print("tests ok")
```

It prints:

```
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV Angstrom
alpha, Ewald sum = 2.837297
neutral-cube sum, extrapolated = -2.313699
alpha, from neutral-cube sum = 2.837297
order of remainder of psi in r = 4.010
Two Gaussians, eps = 1:
  net charge = 1.0 e, width = 1.0 Angstrom
  centre distance = 1.5 Angstrom
  q Q - p^2 = 1.3125 e^2 Angstrom^2
  L = 12 Angstrom: E_iso - E_per = 1.680115 eV
    1/L term = 1.702337 eV, 1/L^3 term = -0.022907 eV
    remainder = 6.851e-04 eV
  L = 24 Angstrom: E_iso - E_per = 0.848326 eV
    1/L term = 0.851168 eV, 1/L^3 term = -0.002863 eV
    remainder = 2.136e-05 eV
  order of remainder in 1/L = 5.003
Polarizable lattice, spacing = 2.5 Angstrom, q = 1 e:
  largest gap to explicit dipole solution = 8.3e-15 eV
  eps = 6.0: polarizability = 2.3314 Angstrom^3
    alpha q^2/(2 eps) = 3.40467 eV Angstrom
    1/L coefficient, L = 80 to 200 Angstrom: 3.40467 eV Angstrom
    1/L coefficient, L = 20 to 50 Angstrom: 3.41440 eV Angstrom
    eps from large-cell coefficient = 6.00000
  eps = 3.0: polarizability = 1.4921 Angstrom^3
    alpha q^2/(2 eps) = 6.80935 eV Angstrom
    1/L coefficient, L = 80 to 200 Angstrom: 6.80935 eV Angstrom
    1/L coefficient, L = 20 to 50 Angstrom: 6.81035 eV Angstrom
    eps from large-cell coefficient = 3.00000
  Energies for eps = 6.0 (L in Angstrom; E in eV):
    L      E_periodic  E_corrected  error before  error after
     10.0    -5.26288    -4.92241    -0.279935     0.060532
     15.0    -5.18711    -4.96013    -0.204167     0.022811
     20.0    -5.14391    -4.97368    -0.160969     0.009265
     30.0    -5.09407    -4.98058    -0.111132     0.002357
     40.0    -5.06714    -4.98202    -0.084197     0.000919
     50.0    -5.05058    -4.98249    -0.067639     0.000454
     80.0    -5.02539    -4.98283    -0.042452     0.000107
    100.0    -5.01693    -4.98289    -0.033992     0.000054
    160.0    -5.00421    -4.98293    -0.021266     0.000013
    200.0    -4.99996    -4.98294    -0.017017     0.000007
  extrapolated isolated energy = -4.98294 eV
  order of corrected size error in 1/L = 3.042
Correction, q = 1 e, L = 10 Angstrom, eps = 6: 0.3405 eV
Correction, q = 2 e, L = 10 Angstrom, eps = 6: 1.3619 eV
Same without screening, q = 1 e: 2.0428 eV
tests ok
```
